# Why One-Way Shooting Fails in a Forbidden Region and Matching Works

An electron held against the oxide of a silicon transistor sits in a well whose far side is a rising potential. To find a subband, one can start at the oxide with $u=0$, choose a trial energy and integrate into the silicon. Near the correct energy the function looks right through the well and for some way beyond it, then turns and grows without limit. Why does a better energy not remove the growth, and why does integrating from both sides and matching the slopes do so?

## The mechanism: two solutions, one direction

Let $z$ be the depth below the oxide, $V(z)$ the potential energy and $m$ the mass along $z$, taken constant. With $c=\hbar^2/2m$ the equation is

$$-c\,u''+Vu=Eu,\qquad\text{or}\qquad u''=\frac{V-E}{c}\,u .$$

The oxide is at first a hard wall, so $u(0)=0$. A bound state $u_n$ with energy $E_n$ must also vanish deep in the silicon.

Where $V>E$, classical motion is forbidden. Define there

$$\kappa=\sqrt{(V-E)/c},\qquad S(z)=\int_{z_t}^{z}\kappa\,dz',$$

where $z_t$ is the turning point, $V(z_t)=E$. Try $u=Ae^{\mp S}$ with a slowly varying $A$. Two differentiations give

$$u''=\left(A''\mp2\kappa A'\mp\kappa'A+\kappa^2A\right)e^{\mp S}.$$

This must equal $\kappa^2Ae^{\mp S}$. If $\kappa$ changes little over the distance $1/\kappa$, then $A''$ can be dropped, leaving $2\kappa A'+\kappa'A=0$. Hence $A\propto\kappa^{-1/2}$, and the two independent solutions are

$$u\approx a\,\kappa^{-1/2}e^{-S},\qquad v\approx b\,\kappa^{-1/2}e^{+S}.$$

The bound state is the falling one. An outward integration carries two numbers, a value and a slope, and almost any pair contains some of $v$. Each outward step enlarges that part and shrinks the wanted part. Their ratio grows as $e^{2S}$, so a contamination too small to see in the well takes over further out.

Integrated inward, the same equation does the opposite: the bound state grows and $v$ dies away. The failure therefore belongs to the direction of integration, not to the differential equation.

## How much of the rising solution does an energy error create?

First fix the scale of $v$. For two solutions at one energy the Wronskian $uv'-u'v$ is constant, because its derivative is $uv''-u''v=0$. From the forms above,

$$\frac{u'}{u}=-\kappa-\frac{\kappa'}{2\kappa},\qquad \frac{v'}{v}=\kappa-\frac{\kappa'}{2\kappa},$$

so that $uv'-u'v=uv\,(v'/v-u'/u)=2\kappa uv$. Choosing the constant to be 1 gives

$$v\approx\frac{1}{2\kappa u}.$$

Now let $u(z;E)$ be the outward solution with $u(0)=0$ and a starting slope that is held fixed as $E$ varies. Write $u_E=\partial u/\partial E$. Differentiating the equation with respect to $E$ gives

$$u_E''=\frac{V-E}{c}u_E-\frac{u}{c}.$$

Multiply this by $u$ and subtract $u''u_E$. The terms with $V-E$ cancel:

$$(u\,u_E'-u'u_E)'=u\,u_E''-u''u_E=-\frac{u^2}{c}.$$

At $z=0$ both $u$ and $u_E$ vanish, so integration from the oxide gives

$$u\,u_E'-u'u_E=-\frac1c\int_0^z u^2\,dz'.$$

Take $E=E_n$ and go well into the tail. The integral is then nearly the full norm $N=\int_0^\infty u_n^2\,dz$, and the right side is $-N/c$. The function $-Nv/c$ satisfies the same relation, since $u_nv'-u_n'v=1$. If $d$ is the difference between $u_E$ and $-Nv/c$, then $u_nd'-u_n'd=0$, which means that $d$ is a multiple of $u_n$. It decays and can be dropped beside $v$. To first order in the energy error $\delta$,

$$\boxed{\,u(z;E_n+\delta)\approx u_n(z)-\frac{\delta\,N}{2c\,\kappa(z)\,u_n(z)}\,}$$

The small falling function now stands in a denominator. The first-order form requires that $\delta$ hardly changes the exponent $S$ itself. Since $|\partial S/\partial E|=\int dz/(2c\kappa)$, the condition is $|\delta|\int dz/(2c\kappa)\ll1$.

The sign has a plain meaning. Take $u_n$ positive in the tail. If the energy is too low, $\delta<0$, the solution bends away from the axis too strongly and runs upward. If it is too high, the solution crosses zero and runs downward.

## Why a better energy helps so little

The two terms are equal in size where

$$|\delta|=\delta_*(z)\equiv\frac{2c\,\kappa\,u_n^2}{N}.$$

In the tail $\kappa u_n^2=a^2e^{-2S}$, so $\delta_*\propto e^{-2S}$. Making $|\delta|$ ten times smaller requires $2\Delta S=\ln10$, or

$$\Delta S=\tfrac12\ln10=1.1513 .$$

Each further correct digit of the energy thus buys the same small amount of $S$. Measured by $S$, the depth reached grows only as the logarithm of the accuracy.

For $\delta>0$ the equality marks a false node $z_*$, where the computed function passes through zero. That function vanishes at $0$ and at $z_*$ and satisfies the equation between them. It is therefore the true bound state of another well, one with a hard wall at $z_*$. Read the other way, a hard wall at depth $L$ raises the energy by about $\delta_*(L)$.

This also shows what one-way shooting does well. With a far wall at $L$, the end value $u(L;E)$ changes sign at an energy that differs from $E_n$ by only $\delta_*(L)$. Bisection on that sign gives an excellent energy. What is lost is the far tail of the wavefunction. A Schrödinger–Poisson calculation takes its charge density from $u^2$, so the false tail must be cut off or avoided.

## Why even the exact energy fails

Suppose each step of the integration makes a small error, equivalent to a source $s(z)$ in the equation. The resulting change $u_1$ of the solution obeys $u_1''=(V-E)u_1/c+s$. The same subtraction as before gives

$$u_nu_1'-u_n'u_1=\int_0^z u_n s\,dz'.$$

An energy error would have put $-\delta N/c$ on the right. The source therefore acts in the tail like an energy error

$$\delta_{\rm eff}=-\frac{c}{N}\int u_n s\,dz .$$

One such source is the finite grid. For step $h$, Taylor expansion gives

$$u_{i+1}-2u_i+u_{i-1}=h^2u_i''+\frac{h^4}{12}u_i^{(4)}+\frac{h^6}{360}u_i^{(6)}+\dots$$

The Numerov method obtains the fourth derivative from neighbouring values of $u''$:

$$h^2u_i^{(4)}=u''_{i+1}-2u''_i+u''_{i-1}-\frac{h^4}{12}u_i^{(6)}+\dots$$

Substitution leaves

$$u_{i+1}-2u_i+u_{i-1}=\frac{h^2}{12}\left(u''_{i+1}+10u''_i+u''_{i-1}\right)-\frac{h^6}{240}u_i^{(6)}+\dots,$$

because $1/360-1/144=-1/240$. With $w=1-h^2(V-E)/(12c)$, the rule without its last term becomes

$$w_{i+1}u_{i+1}=(12-10w_i)u_i-w_{i-1}u_{i-1}.$$

The omitted term, divided by $h^2$, is a source of order $h^4$. The exact energy of the differential equation is thus not the exact energy of the grid equation, and the mismatch seeds $v$. Rounding in the arithmetic is a second source, and the rounding of $E$ itself is a third.

## Why the inward piece is safe

Start at a large depth $L$ with $u_R(L)=0$. This is not quite the bound state, so write $u_R=u_n+Bv$. The starting condition requires $B=-u_n(L)/v(L)=-2\kappa_Lu_n^2(L)$. At a smaller depth $z$, still in the tail, the unwanted part relative to the wanted part is

$$\frac{Bv(z)}{u_n(z)}=-\frac{\kappa_Lu_n^2(L)}{\kappa_zu_n^2(z)}=-e^{-2[S(L)-S(z)]}.$$

The wrong start is forgotten at the rate at which an outward error would have grown. Rounding errors made on the way are damped in the same manner.

## What slope matching adds

Integrate $u_L$ outward from $0$ and $u_R$ inward from $L$, and let them meet at $z_m$, away from any node. The equation is linear, so one piece can be rescaled to make the values agree there. The slopes will then usually disagree. Their mismatch, independent of scale, is

$$D(E)=\frac{u_L'}{u_L}-\frac{u_R'}{u_R}\quad\text{at }z_m .$$

If $D=0$, value and slope both join, and the spliced function satisfies the equation and both end conditions. It is a bound state.

The response of $D$ to the energy follows from the earlier identity. For either piece, $\partial(u'/u)/\partial E=(u\,u_E'-u'u_E)/u^2$. On the left this gives

$$\frac{\partial}{\partial E}\frac{u_L'}{u_L}=-\frac{1}{c\,u_L^2(z_m)}\int_0^{z_m}u_L^2\,dz .$$

On the right the bracket vanishes at $L$. Integrating its derivative from $z_m$ to $L$ gives $0-(u_Ru_{R,E}'-u_R'u_{R,E})_{z_m}=-\frac1c\int_{z_m}^Lu_R^2\,dz$, so

$$\frac{\partial}{\partial E}\frac{u_R'}{u_R}=+\frac{1}{c\,u_R^2(z_m)}\int_{z_m}^{L}u_R^2\,dz .$$

Subtract, using the common value $u_m$ at the match point and the norm $N$ of the spliced function:

$$\frac{dD}{dE}=-\frac{N}{c\,u_m^2}.$$

Newton's rule, $E\to E-D/(dD/dE)$, then becomes

$$E\;\to\;E+\frac{c\,D\,u_m^2}{N}.$$

The match point matters. In the allowed region or just beyond the turning point, but away from the hard wall and from any node, $u_m^2$ is comparable with its peak value and $D$ varies gently. Deep in the tail $u_m^2$ is exponentially small and $D$ is enormously steep. The left piece has then been sent through the forbidden region in the wrong direction, and the old trouble returns.

## The numbers for a silicon inversion layer

Take $V=Fz$ with $F=0.055$ eV/nm, a surface field of 0.55 MV/cm, and $m=0.916\,m_0$, so that $c=0.04159$ eV nm². These are rough typical values for the lowest subband under a (100) surface near threshold, with about $10^{18}$ acceptors per cm³.

Set $\ell=(c/F)^{1/3}=0.9111$ nm and $\xi=(z-E/F)/\ell$. Since $F\ell/c=1/\ell^2$, the equation becomes $d^2u/d\xi^2=\xi u$, whose falling solution is the Airy function $\mathrm{Ai}(\xi)$. Its first zero, at $\xi=-2.338$, must lie at the oxide. The unit of energy is $F\ell=50.11$ meV, so

$$E_1=2.338\times50.11\ \text{meV}=117.2\ \text{meV},\qquad z_t=\frac{E_1}{F}=2.130\ \text{nm}.$$

In the tail $\kappa=\sqrt{\xi}/\ell$, and therefore $S=\tfrac23\xi^{3/2}$.

The grid has $h=0.02$ nm and ends at 16 nm. Outward solutions with a deliberate positive energy error have these false nodes:

| Error (eV) | False node (nm) | $S$ there |
|---|---|---|
| $10^{-4}$ | 4.34 | 2.52 |
| $10^{-6}$ | 5.54 | 4.83 |
| $10^{-8}$ | 6.56 | 7.14 |
| $10^{-10}$ | 7.46 | 9.44 |
| $10^{-12}$ | 8.30 | 11.75 |

A hundred million times more accuracy moves the node by less than 4 nm. From the second row to the last, $S$ gains $(11.75-4.83)/6=1.153$ per decade, against the predicted 1.151. The depths computed from $\delta_*$, read at grid points, agree with the nodes to about one grid step.

The scale can be checked separately with a wall at 6 nm. It raises the computed energy by $1.351\times10^{-7}$ eV, and $\delta_*$ there is $1.353\times10^{-7}$ eV. At 6 nm, $\xi=(6-2.130)/0.9111=4.248$ and $S=5.84$. Carrying the value to 8.30 nm gives

$$1.353\times10^{-7}\,e^{-2(11.75-5.84)}\ \text{eV}\approx1.0\times10^{-12}\ \text{eV},$$

which is the error in the last row.

Now feed the exact Airy energy to the outward integration. The grid's own energy is lower by $1.9\times10^{-11}$ eV, and the function at 16 nm reaches $5\times10^{7}$ times the peak of the true state. Comparing steps of 0.04 and 0.02 nm shows that this false tail scales as $h^{4.00}$, as expected for a tail seeded by the Numerov error.

Next use the double-precision number nearest to the grid's own energy, which happens to be wrong by only $1.8\times10^{-18}$ eV. With 80-digit arithmetic, the solution departs from the bound state by its own size at 10.44 nm. With ordinary double precision it does so at 9.56 nm, as if the energy were wrong by $5\times10^{-16}$ eV. Here the rounding of the arithmetic, including that of the stored weights $w_i$, does more harm than the rounding of the energy. These figures belong to the recurrence as written. Accumulating the differences of $w_iu_i$ from step to step, which is the same rule algebraically, moves the departure out to 10.12 nm. To hold the tail out to 14 nm, the effective error would have to stay below $9.5\times10^{-30}$ eV, about 28 digits of $E_1$. When both energy and arithmetic carry 80 digits, outward shooting does follow the tail. It agrees with the two-sided double-precision function to a relative $5\times10^{-14}$ at every interior grid point.

If the false tail is kept, the damage to the density is severe. Normalise the double-precision outward function over the 16 nm grid, and more than 99.999% of its charge lies beyond 10 nm (99.4% with the accumulated form of the recurrence). For the matched function the share is $2\times10^{-17}$, and the mean depth is 1.42 nm. Yet the outward root search gives 0.117160730875 eV, the same energy as matching to all twelve printed decimals. Cutting the outward function at its smallest value in the tail, near 9.6 nm, also restores the mean depth, but it leaves no tail beyond the cut.

Matching near the turning point, from a guess of 0.100 eV, gives successively 0.12354, 0.11834, 0.11720 and 0.11716077 eV, and then 0.117160730875 eV. The last errors before convergence are $1.2\times10^{-3}$, $3.8\times10^{-5}$ and $3.9\times10^{-8}$ eV. The second and third of these are each about 27 per eV times the square of the one before, which is the quadratic convergence of Newton's rule.

Moving the match point to 12 nm raises $|dD/dE|$ from 87 to $2\times10^{23}$ per nm per eV. The first iterate from the same guess is then 1.218 eV. This can be understood by hand. The left piece is already rising, so $D\approx\kappa-(-\kappa)=2\kappa$. Both pieces are concentrated near $z_m$, so $N\approx u_m^2(1/2\kappa+1/2\kappa)=u_m^2/\kappa$. The correction is $2c\kappa^2=2(V-E)=2(0.66-0.10)=1.12$ eV, which carries the energy far out of the range of the subband.

## Are two sides always needed?

With a hard wall at the oxide they are not. Integrating inward all the way and requiring $u(0)=0$ gives 0.117160730875 eV as well, because the only forbidden region is crossed in the safe direction.

A finite oxide barrier changes this. Give the oxide a height of 3.1 eV, a thickness of 5 nm and, for this comparison, the silicon mass. An inward integration is safe in the silicon but then enters the oxide, where it must follow a function that falls in the direction of travel. At the two-sided energy, its largest value in the oxide came out $1.1\times10^{5}$ times its largest value in the well. The seed here is mainly the error of about $3\times10^{-15}$ eV that the last, noise-level Newton step leaves in that energy. At the double-precision number nearest to the grid's energy the factor is still $3\times10^{4}$ in double arithmetic and about 170 in high-precision arithmetic, so it can change by orders of magnitude with such details. The matched function, one grid step from the oxide's outer edge, is $2\times10^{-20}$ of its peak. With forbidden regions at both ends, each must be entered from its far side, and the pieces must meet in the well. If the mass changes at the interface, $u'/m$ rather than $u'$ is continuous there, and the integration has to respect that.

## How close is the model to a real inversion layer?

The triangular well is a rough model of the energy. The table gives separate estimates of the neglected shifts. The image-force entry is a first-order value; solving with the image potential included gives 13.6 meV.

| Neglected effect | Shift of $E_1$ (meV) |
|---|---|
| Image force, thick oxide | $+14.1$ |
| Penetration into oxide, mass $0.5\,m_0$ | $-4.8$ |
| Curvature from acceptor charge | $-1.9$ |
| Inversion charge, $10^{11}$ cm$^{-2}$, added at fixed depletion charge | $+1.7$ |

The image force is the largest, 12% of $E_1$ for a thick oxide (a metal gate behind 5 nm of oxide cuts the first-order value to about 8.9 meV), so the many digits above measure numerical accuracy and not knowledge of a device. Exchange and correlation are not included. At 300 K, $k_BT=25.9$ meV, while the second subband of the same valleys lies 88 meV higher and the lowest level of the fourfold valleys 81 meV higher. The lowest subband then holds about 81% of the electrons in this model, so a density calculation needs the other levels too. The chosen charge is only 2.4% of the subband's density of states times $k_BT$, so Boltzmann statistics suffice. The oxide field is 1.65 MV/cm, and the estimated tunnelling factor through 5 nm is about $10^{-25}$ for an oxide mass of $0.5\,m_0$. It depends strongly on that mass: $0.3\,m_0$ would give about $3\times10^{-20}$. The depletion charge alone gives a band bending of 0.98 eV for an abrupt depletion edge, or 1.00 eV once the thermal tail of the holes adds $k_BT$. An inversion charge of $10^{11}$ cm$^{-2}$ would need 1.05 to 1.08 eV, depending on the valence-band density of states assumed. The surface field, including the field of that charge, would then be 5 to 6% above the one chosen here. Taken literally, the chosen field would hold only about $10^{10}$ electrons per cm², within a factor of two; band-gap narrowing and the image force are left out of this estimate. These values of the bending lie below silicon's gap of roughly 1.1 eV, so band-to-band tunnelling from the bulk valence band into the subband is not expected.

None of this removes the blow-up. With the acceptor curvature included, the barrier is lower and $S$ grows more slowly, yet an error of $10^{-12}$ eV still produces a false node. The formula for $\delta_*$, read at grid points, places it at 8.60 nm, against 8.32 nm in the triangular well. The numerical output lists the remaining values.

## Numbers as computed

```
Surface field: 0.55 MV/cm; mass: 0.916 m0
c = hbar^2/2m: 0.04159 eV nm^2
Airy length: 0.9111 nm; energy unit: 50.11 meV
Grid step: 0.02 nm; grid depth: 16.0 nm
Exact Airy energy: 0.117160730894 eV
Two-sided energy: 0.117160730875 eV
Outward root energy: 0.117160730875 eV
Inward root energy: 0.117160730875 eV
Turning point: 2.130 nm; mean depth: 1.420 nm
Error 1e-04 eV: node 4.34 nm, formula 4.36 nm, S 2.52
Error 1e-06 eV: node 5.54 nm, formula 5.56 nm, S 4.83
Error 1e-08 eV: node 6.56 nm, formula 6.56 nm, S 7.14
Error 1e-10 eV: node 7.46 nm, formula 7.48 nm, S 9.44
Error 1e-12 eV: node 8.30 nm, formula 8.32 nm, S 11.75
Action gained per decade: 1.1527
Half ln 10: 1.1513
Exact energy, |u(16 nm)|/peak: 5.00e+07
Order in h of that tail: 4.00
Nearest double, energy error: -1.8e-18 eV
80-digit arithmetic, that energy: departs at 10.44 nm
Double arithmetic, that energy: departs at 9.56 nm
Equivalent energy error of arithmetic: 5.3e-16 eV
Double arithmetic, |u(16 nm)|/peak: 1.4e+03
Energy error allowed for tail to 14 nm: 9.5e-30 eV
Charge beyond 10 nm, outward: 0.999994
Charge beyond 10 nm, two-sided: 1.9e-17
Two-sided vs 80-digit tail, max rel. error: 5.3e-14
Two-sided vs Airy to 14 nm, max rel. error: 9.6e-07
Matching iterate 0: 0.100000000000 eV
Matching iterate 1: 0.123540179069 eV
Matching iterate 2: 0.118340816473 eV
Matching iterate 3: 0.117198773891 eV
Matching iterate 4: 0.117160769858 eV
Matching iterate 5: 0.117160730875 eV
|dD/dE| at turning point: 86.8 1/(nm eV)
|dD/dE| at 12 nm: 2.0e+23 1/(nm eV)
First iterate if matched at 12 nm: 1.218 eV
Wall at 6 nm raises energy by: 1.351e-07 eV
Formula for that shift: 1.353e-07 eV
Oxide test (one mass): barrier 3.1 eV, 5.0 nm
Inward only, oxide max/well max: 1.1e+05
Matched, oxide edge/peak: 2.2e-20
Acceptors: 1e+18 cm^-3; band bending: 0.978 eV
Depletion curvature shift: -1.90 meV
Bent well, error 1e-12 eV: node at 8.60 nm
Oxide penetration shift (0.5 m0): -4.76 meV
Image-force shift (thick oxide): 14.10 meV
Inversion charge 1e+11 cm^-2 shift: 1.66 meV
kT at 300 K: 25.85 meV
Gap to second subband: 87.7 meV
Gap to fourfold valleys: 80.8 meV
Share of electrons in lowest subband: 0.813
Density/(subband states x kT): 0.024
Oxide field: 1.65 MV/cm
log10 of oxide tunnelling factor: -25.2
```
